# Optical Conductance of a Tunnel Junction from Its Static Current

**Q.** A static current–voltage curve is recorded with no light present. How could it contain the response of the junction at an optical frequency?

**A.** It can if the light does nothing except move the levels of one metal rigidly against those of the other. Let me state that as a model. I use \(\hbar=e=1\), with \(e>0\), until we reach a real gap. Left states are labelled \(k\), right states \(q\), and a voltage \(V(t)\) raises every left electron by the energy \(V(t)\):

\[
H=\sum_k[\varepsilon_k+V(t)]\,c_k^\dagger c_k+\sum_q\varepsilon_q c_q^\dagger c_q+A+A^\dagger,\qquad A=\sum_{kq}w_{qk}\,c_q^\dagger c_k .
\]

The drive is \(V(t)=V_0+V_1\cos\omega t\). The electrons are independent, each metal stays in equilibrium in its own frame with occupations \(f_k\) and \(f_q\), tunnelling is kept to lowest order, and the \(w_{qk}\) do not depend on the voltage. The current \(I\) is positive when electrons go from left to right.

**Q.** The voltage multiplies every left electron. That is not a small perturbation when \(V_0\) is large.

**A.** It need not be treated as one. Give each left operator the phase that the voltage produces, \(c_k\to e^{-i\varphi(t)}c_k\) with \(\dot\varphi=V\). The voltage term is then cancelled by the time derivative of the phase, and the voltage survives in the tunnelling term alone:

\[
H_T(t)=e^{-i\varphi(t)}A+e^{i\varphi(t)}A^\dagger,\qquad \varphi(t)=V_0t+\alpha\sin\omega t,\qquad \alpha=\frac{V_1}{\omega}.
\]

What is treated as small is \(H_T\), whatever the voltage.

**Q.** Then write the current, and show me the signs.

**A.** The current is the rate of change of the number \(N_R\) of right electrons, \(I=i\langle[H,N_R]\rangle\). Since \(A\) adds one right electron, \([A,N_R]=-A\) and \([A^\dagger,N_R]=A^\dagger\). Hence

\[
I(t)=-i\left(z-z^*\right)=2\,\mathrm{Im}\,z,\qquad z=e^{-i\varphi(t)}\langle A(t)\rangle .
\]

Without tunnelling \(\langle A\rangle=0\). First-order response gives

\[
\langle A(t)\rangle=-i\int_{-\infty}^{t}dt'\,\langle[A(t),H_T(t')]\rangle .
\]

The part of \(H_T\) containing \(A\) drops out, because the average of a product that moves two electrons to the right vanishes. For the other part, \(\langle[c_q^\dagger c_k,c_k^\dagger c_q]\rangle=f_q-f_k\). With \(\tau=t-t'\),

\[
\langle[A(t),A^\dagger(t')]\rangle=-K(\tau),\qquad K(\tau)=\sum_{kq}|w_{qk}|^2(f_k-f_q)\,e^{i(\varepsilon_q-\varepsilon_k)\tau}.
\]

The two minus signs combine, and

\[
I(t)=2\,\mathrm{Im}\; i\int_0^\infty d\tau\,K(\tau)\,e^{-i[\varphi(t)-\varphi(t-\tau)]}. \tag{1}
\]

**Q.** Where is the static curve in this?

**A.** For a constant voltage \(V\) the phase difference is \(V\tau\). Define \(F(V)=2i\int_0^\infty d\tau\,K(\tau)e^{-iV\tau}\) and use

\[
\int_0^\infty d\tau\,e^{ix\tau}=\pi\delta(x)+i\,\mathrm{P}\frac1x,\qquad x=\varepsilon_q-\varepsilon_k-V .
\]

Multiplication by \(2i\) turns the delta function into an imaginary part and the principal value into a negative real part:

\[
F(V)=-R(V)+iI_0(V),
\]
\[
I_0(V)=2\pi\sum_{kq}|w_{qk}|^2(f_k-f_q)\,\delta(\varepsilon_q-\varepsilon_k-V),
\]
\[
R(V)=2\sum_{kq}|w_{qk}|^2(f_k-f_q)\,\mathrm{P}\frac{1}{\varepsilon_q-\varepsilon_k-V}=\frac1\pi\,\mathrm{P}\!\int dU\,\frac{I_0(U)}{U-V}.
\]

By (1) the static current is \(\mathrm{Im}\,F=I_0\), the golden-rule result. The last equality follows by inserting \(I_0(U)\) and integrating over its delta function. So \(I_0\), known at all voltages, fixes \(F\). The integral for \(R\) converges for bands of finite width, where \(I_0\) vanishes at large \(|U|\).

**Q.** Now switch on the light. The phase contains a sine inside an exponential.

**A.** The Bessel expansion \(e^{-i\alpha\sin\theta}=\sum_mJ_m(\alpha)e^{-im\theta}\) resolves it. Apply it at time \(t\), and its complex conjugate at \(t-\tau\):

\[
e^{-i[\varphi(t)-\varphi(t-\tau)]}=\sum_{mn}J_mJ_n\,e^{i(n-m)\omega t}\,e^{-i(V_0+n\omega)\tau}.
\]

The \(\tau\) integral in (1) now has the static form, at a shifted voltage:

\[
I(t)=\mathrm{Im}\sum_{mn}J_m(\alpha)J_n(\alpha)\,e^{i(n-m)\omega t}F(V_0+n\omega). \tag{2}
\]

This is the Tien–Gordon picture: the junction responds as if it were biased at \(V_0+n\omega\), with \(n\) counting photons. Terms with \(m=n\) give the mean current \(\sum_nJ_n^2I_0(V_0+n\omega)\). Terms with \(n-m=\pm1\) oscillate at \(\omega\). Since

\[
\mathrm{Im}\left(e^{\pm i\omega t}F\right)=I_0\cos\omega t\mp R\sin\omega t ,
\]

and \(m=n\mp1\) in the two cases, the amplitudes are

\[
I_{\cos}=\sum_nJ_n\,(J_{n-1}+J_{n+1})\,I_0(V_0+n\omega),
\]
\[
I_{\sin}=-\sum_nJ_n\,(J_{n-1}-J_{n+1})\,R(V_0+n\omega).
\]

**Q.** I asked for a small signal, and I expect the current at \(V_0\) itself to dominate, because \(J_0\) is the largest coefficient.

**A.** It drops out of the in-phase part. To first order in \(\alpha\), \(J_0=1\), \(J_{\pm1}=\pm\alpha/2\), and higher orders vanish. In \(I_{\cos}\) the coefficients are

- \(n=0\): \(J_0(J_{-1}+J_1)=0\);
- \(n=1\): \(J_1(J_0+J_2)=\alpha/2\);
- \(n=-1\): \(J_{-1}(J_{-2}+J_0)=-\alpha/2\).

In \(I_{\sin}\) the brackets \(J_n(J_{n-1}-J_{n+1})\) are \(-\alpha\) for \(n=0\) and \(+\alpha/2\) for both \(n=\pm1\). Define the admittance \(Y\) by writing the oscillating current as \(\mathrm{Re}[YV_1e^{-i\omega t}]=V_1(\mathrm{Re}Y\cos\omega t+\mathrm{Im}Y\sin\omega t)\). With \(\alpha/V_1=1/\omega\),

\[
\mathrm{Im}\,Y=-\frac{R(V_0+\omega)-2R(V_0)+R(V_0-\omega)}{2\omega},
\]

and, with \(\hbar\) and \(e\) restored through \(\alpha=eV_1/\hbar\omega\),

\[
\boxed{\;\mathrm{Re}\,Y=\frac{e}{2\hbar\omega}\left[I_0\!\left(V_0+\frac{\hbar\omega}{e}\right)-I_0\!\left(V_0-\frac{\hbar\omega}{e}\right)\right]\;} \tag{3}
\]

The condition is \(\alpha\ll1\). Nothing was assumed about \(\hbar\omega/e\) compared with the voltage over which \(I_0\) bends.

**Q.** The in-phase part of the current should dissipate energy. Can you find the photons?

**A.** Split the static current into two opposing rates, \(I_0=\Gamma_\to-\Gamma_\leftarrow\), using \(f_k-f_q=f_k(1-f_q)-f_q(1-f_k)\). A crossing that exchanges one photon has weight \(J_{\pm1}^2=\alpha^2/4\). An electron going right with one photon absorbed has rate \(\Gamma_\to(V_0+\omega)\). One going left must climb \(V_0\), so absorption leaves it at \(\Gamma_\leftarrow(V_0-\omega)\). Emission exchanges the two arguments. The net absorbed power is therefore

\[
P=\omega\frac{\alpha^2}{4}\left[\Gamma_\to(V_0+\omega)+\Gamma_\leftarrow(V_0-\omega)-\Gamma_\to(V_0-\omega)-\Gamma_\leftarrow(V_0+\omega)\right]
\]
\[
=\frac{V_1^2}{4\omega}\left[I_0(V_0+\omega)-I_0(V_0-\omega)\right]=\tfrac12\,\mathrm{Re}Y\,V_1^2 .
\]

That is the cycle-averaged work of the alternating source. The sine part averages to zero.

**Q.** At low frequency this had better be the ordinary differential conductance.

**A.** It is. Write the difference as an integral:

\[
\mathrm{Re}\,Y=\frac1{2\omega}\int_{-\omega}^{\omega}du\,I_0'(V_0+u)=I_0'(V_0)+\frac{\omega^2}{6}I_0'''(V_0)+\dots
\]

The optical conductance is the static slope averaged over one photon energy on each side of the bias. The series requires a smooth \(I_0\); the integral form also covers kinks. As long as the whole interval lies in an ohmic part of the curve, \(\mathrm{Re}Y\) does not depend on frequency.

A threshold shows the opposite case. Let \(I_0\) be odd, zero for \(|V|<V_t\), and \(G_n(V-V_t)\) above. At \(V_0=0\) the static slope is zero, and (3) gives \(\mathrm{Re}Y=I_0(\omega)/\omega\). This vanishes for \(\omega<V_t\) and equals \(G_n(1-V_t/\omega)\) for \(\omega>V_t\): absorption starts when one photon pays for the crossing.

**Q.** An average slope can be negative. Do you accept negative dissipation?

**A.** Yes, when \(I_0\) falls with voltage over enough of the interval. Emission then outweighs absorption, and the alternating source gains energy. This energy is part of the work done by the static source; the rest of that work heats the metals. The static source need not deliver more than it does in the dark.

**Q.** I would like to see that without perturbation theory or Bessel functions.

**A.** Take two chains of 110 sites with hopping 1, joined by a link \(w=0.02\). Their band centres are 0.4 (left) and −0.6 (right), the temperature is 0.1, and both Fermi levels are at 0 in their own frames. The electrons were propagated in time under the drive, and the current was obtained by counting those that crossed. The linear part is half the difference of runs with \(\alpha=\pm0.05\). The static current came separately from the density of states \(\rho(\varepsilon)=\sqrt{4-(\varepsilon-c)^2}/2\pi\) at the end of a long chain with band centre \(c\):

\[
I_0(V)=2\pi w^2\int d\varepsilon\,\rho_L(\varepsilon-V)\rho_R(\varepsilon)\,[f(\varepsilon-V)-f(\varepsilon)].
\]

All values below are divided by \(w^2\).

For \(V_0=0.3\) and \(\omega=2.0\), propagation gives \(\mathrm{Re}Y=0.2695\) and (3) gives 0.2695, while the static slope is 0.5242. The reactive parts are 0.2869 and 0.2872. For \(V_0=1.5\) and \(\omega=0.8\), propagation gives \(\mathrm{Re}Y=-0.1495\) against −0.1497 from (3), so the negative sign is real in this model. The reactive parts are −0.2055 and −0.2057. The tests required agreement within 1 % of \(|Y|\).

At \(\alpha=1.2\), with \(V_0=0.3\) and \(\omega=2.0\), the mean current is −0.1456 both by propagation and from the Bessel sum. The cosine amplitudes are 0.4760 and 0.4759.

**Q.** A negative mean current at positive bias?

**A.** The offset of the bands causes it. At the shifted voltage \(0.3+2.0=2.3\) the left band covers 0.7 to 4.7 and the right band −2.6 to 1.4, so they share a strip of width 0.7. At \(0.3-2.0=-1.7\) they share a strip of width 3.3, which includes the whole energy window between the Fermi levels. The backward sideband carries much more current than the forward one, and at this drive it outweighs the unshifted term. The light supplies the energy.

**Q.** Chains are not metals. Give me a plasmonic gap.

**A.** Take two flat silver surfaces separated by 0.5 nm of vacuum. The Fermi energy of 5.5 eV and the work function of 4.3 eV are rough typical values. The bias is 0.5 V and the photon energy 1.5 eV. Electrons are free in the metals and meet a barrier that tilts linearly with the voltage. With \(E\) the energy of motion normal to the surface, the current density is

\[
J(V)=2e\int\frac{dE}{2\pi\hbar}\,T(E,V)\int\frac{d^2k_\parallel}{(2\pi)^2}(f_L-f_R).
\]

The 2 is for spin. At zero temperature the inner integral counts parallel states up to the energy left over. With \(d^2k_\parallel=(2\pi m/\hbar^2)\,dE_\parallel\) it gives \((m/2\pi\hbar^2)\) times that energy, so

\[
J(V)=\frac{em}{2\pi^2\hbar^3}\int dE\,T(E,V)\left[(\mu_L-E)_+-(\mu_R-E)_+\right],
\]

where \((x)_+\) is \(x\) if positive and zero otherwise. The transmission \(T\) came from a numerical solution of the wave equation. At the Fermi level and zero bias it is \(9.6\times10^{-5}\), so lowest order in tunnelling is justified for this barrier.

The two shifted voltages are \(0.5+1.5=2.0\) V and \(0.5-1.5=-1.0\) V. The static densities there are 32.51 and −13.99 nA/nm², hence

\[
\frac{\mathrm{Re}Y}{\text{area}}=\frac{32.51+13.99}{2\times1.5}\ \frac{\text{nA}}{\text{V nm}^2}=15.5\ \text{nS/nm}^2 .
\]

The static slope at 0.5 V is 13.8 nS/nm², so the optical value is 12 % higher. The excess over the slope is 0.18 nS/nm² at 0.5 eV and 0.73 at 1.0 eV, close to the factor of four expected from the \(\omega^2\) term.

A facet of 100 nm² has a conductance of 1.55 µS. With an amplitude of 0.1 V, tunnelling absorbs \(\tfrac12(1.55\ \mu\text{S})(0.1\ \text{V})^2=7.7\) nW, or \(3.2\times10^{10}\) photons per second.

**Q.** How does that enter an electromagnetic calculation of the gap?

**A.** As a lossy filling, for the tunnelling part of the loss and only for the field component across the gap. The conductance per area times the gap width \(d\) is a conductivity \(\sigma\), and with the time factor \(e^{-i\omega t}\) it contributes \(\sigma/\varepsilon_0\omega\) to the imaginary permittivity. That equals the conductance per area divided by \(\omega\varepsilon_0/d\), the susceptance of the empty gap, which is 40 400 nS/nm². The result is \(15.5/40\,400=3.8\times10^{-4}\). In this model the parallel displacement current is far larger than the tunnelling current. It belongs to the geometric capacitance, which \(Y\) does not include.

**Q.** I have an objection of principle. Your static barrier tilts with the voltage, so the matrix elements depend on it. At \(V_0+\hbar\omega/e\) you use a barrier tilted by a whole photon energy, and no such barrier exists while weak light is on.

**A.** That is correct, and for a real barrier (3) is an approximation. To size the error, let the alternating field act inside the gap. Repeat the phase change with a phase that falls linearly from \(\varphi\) at the left surface to zero at the right one. The first-order coupling becomes \((V_1/\omega)\sin\omega t\;\bar I\), where \(\bar I\) is the current operator averaged over the gap. The golden rule gives a transition \(a\to b\) the rate \(2\pi(V_1/2\omega)^2|\bar I_{ba}|^2\delta(E_b-E_a-\omega)\). Equating the net absorbed power to \(\tfrac12\mathrm{Re}Y\,V_1^2\),

\[
\mathrm{Re}\,Y=\frac{\pi}{\omega}\sum_{ab}|\bar I_{ba}|^2(f_a-f_b)\,\delta(E_b-E_a-\omega).
\]

I kept the transitions in which the electron crosses, evaluated with scattering states of the barrier tilted by \(V_0\) alone. Absorption by electrons that return to their own metal is left out. It is not small: in this model, where the field ends abruptly at the surfaces, it amounts to about 67 nS/nm² at 1.5 eV, four times the tunnelling part, because it needs no passage through the barrier. A calculation of the total loss in the gap must add such a term, but this value cannot be carried over to a real surface, because it is very sensitive to the field profile and to the barrier shape. If the alternating voltage drop extends 0.025 or 0.05 nm into each metal, it rises to about 180 or 480 nS/nm², while the crossing part changes by only 1 % or 2 %.

At 0.05 eV this agrees with the finite difference to 0.01 %; the test required 1 %. At the same bias the ratio of the microscopic value to (3) is 1.01 at 0.5 eV, 1.04 at 1.0 eV, 1.09 at 1.5 eV and 1.17 at 2.0 eV. For the example, 15.5 becomes 16.9 nS/nm².

**Q.** Why does the error grow with frequency?

**A.** The photon can be absorbed anywhere in the barrier. Let the decay constant be \(\kappa_1\) before absorption and \(\kappa_2\) after it. The averaged amplitude is

\[
\int_0^1ds\,e^{-\kappa_1ds-\kappa_2d(1-s)}=e^{-(\kappa_1+\kappa_2)d/2}\,\frac{\sinh\delta}{\delta},\qquad\delta=\frac{(\kappa_1-\kappa_2)d}{2}.
\]

For small photon energies \(\delta\approx\omega\tau/2\), where \(\tau=md/\hbar\kappa\) is the traversal time. The squared factor exceeds one by about \(\delta^2/3=(\omega\tau)^2/12\). Here \(\tau=0.41\) fs and \(\omega\tau=0.93\), which gives 7 %. This estimate ignores the bias, higher orders in \(\delta\), and the difference between the static exponent and \((\kappa_1+\kappa_2)d\). For an electron that starts at the Fermi level at zero bias, the last two add about 2 % and 4 %, which would overshoot to 13 %; for electrons that start lower they are smaller. So the estimate explains the order of magnitude of the 9 % and not its exact value. In this example, formula (3) with a tilting barrier is thus good to about 10 % as long as \(\omega\tau\) stays below one.

**Q.** And how near is any of this to a real silver gap?

**A.** The magnitude is not reliable. One large omission is the attraction of the electron to its images in both metals, which lowers the barrier. Including it as a static potential, with everything else fixed, raises the conductance from 15.5 to about 3300 nS/nm², a factor of 212, when the image potential, which diverges at the surfaces, is cut off at the bottom of the conduction band. The factor depends on that choice: it is 220 with the cut-off 3 eV lower, 154 with it 3 eV higher, and about 72 with it at the Fermi level. With the first choice the imaginary permittivity would be \(3300/40\,400\approx0.08\). Static images are themselves doubtful unless the traversal time is long compared with the response time of the metal's screening, so I would not take either value as a prediction. The gap width matters too. From \(\tau\), \(\kappa=md/\hbar\tau\approx10.6\) nm⁻¹, and narrowing the gap by 0.05 nm multiplies the transmission by about \(e^{2\times10.6\times0.05}\approx2.9\). Real facets are rough on that scale. The model also omits the band structure and d electrons of silver.

Two other effects are small for the plain barrier: heating from 0 to 300 K changes the conductance by 0.16 %, and the finite drive, \(\alpha=0.067\), by 0.04 %.

**Q.** So if I had a measured static curve, would I escape the factor of 212?

**A.** Largely, if the curve belongs to the same junction and reaches both shifted voltages. The second condition is severe in this example: 2 V across 0.5 nm is a static field of 4 V/nm, and with the image-lowered barrier the current density would be near \(7\times10^{8}\) A/cm². A real silver junction is likely to heat and rearrange under such a load, so a wider gap or a smaller photon energy would be needed. Where the curve can be measured, it already contains the true static barrier, area and gap width, and (3) needs nothing else. What remains are the assumptions behind (3). They fail if the light drives the electrons of either metal out of equilibrium, if the field penetrates the metals appreciably, if \(\omega\tau\) is not small, if screening at \(\omega\) differs from static screening, if charging or interactions correlate successive electrons, or if the transmission is no longer small.

## Table of computed values

```
CHAIN TEST (hbar = e = hopping = 1)
link 0.02, temperature 0.1, band centres 0.4, -0.6, sites per lead 110
V0 = 0.3, photon = 2.0; values divided by link^2:
  Re Y: propagated 0.2695, formula 0.2695, static slope 0.5242
  Im Y: propagated 0.2869, formula 0.2872
V0 = 1.5, photon = 0.8; values divided by link^2:
  Re Y: propagated -0.1495, formula -0.1497, static slope -0.3109
  Im Y: propagated -0.2055, formula -0.2057
strong drive alpha = 1.2, V0 = 0.3, photon = 2.0, over link^2:
  mean current: propagated -0.1456, Bessel sum -0.1456
  cos amplitude: propagated 0.4760, Bessel sum 0.4759
SILVER GAP (rough typical parameters)
Fermi energy 5.5 eV, work function 4.3 eV, gap 0.5 nm
bias 0.5 V, photon 1.5 eV, facet 100 nm^2, amplitude 0.1 V
transmission at the Fermi level, zero bias: 9.587e-05
static current density at 2.0 V: 32.510 nA/nm^2
static current density at 0.5 V: 6.732 nA/nm^2
static current density at -1.0 V: -13.987 nA/nm^2
static slope dJ/dV at bias: 13.808 nS/nm^2
optical conductance per area: 15.499 nS/nm^2
ratio optical / static slope: 1.122
facet conductance: 1.5499 uS
absorbed power: 7.7495 nW
net photons absorbed per second: 3.225e+10 1/s
photon eV | finite difference | field inside barrier (nS/nm^2) | ratio
  0.05 | 13.808 | 13.809 | 1.0001
  0.50 | 13.987 | 14.117 | 1.0093
  1.00 | 14.540 | 15.096 | 1.0383
  1.50 | 15.499 | 16.907 | 1.0908
  2.00 | 16.929 | 19.881 | 1.1744
NEGLECTED EFFECTS at the example's photon energy
traversal time 0.407 fs, times angular frequency 0.926
displacement susceptance: 40355.6 nS/nm^2
imaginary permittivity of gap (G over susceptance): 3.841e-04
with static image forces: 3286.6 nS/nm^2, factor 212.0
change from 0 K to 300 K: 0.16 %
drive parameter alpha 0.0667, change by finite amplitude 0.044 %
```
